\section*{Radiative rates of electric and magnetic multipole transitions}

\section{Two decays with the same photon energy}

In a nonrelativistic model of hydrogen, the level $3d_{5/2}$ decays to $2p_{3/2}$ at the rate $6.47\times10^{7}\ \mathrm{s^{-1}}$ and to $2p_{1/2}$ at $5.19\times10^{-5}\ \mathrm{s^{-1}}$. The photon energy is the same in both decays, since the model neglects fine-structure splittings, and so are the radial functions. The rates nevertheless differ by a factor of about $10^{12}$. The cause is the angular momentum and parity the photon must carry away, and the theorem below gives their price.

Hartree atomic units are used, with $c=137.036$. An electron of charge $-1$ and spin factor $g_s=2$ moves in a local, spin-independent potential $V(r)$ around a fixed nucleus without magnetic moment. Relativistic corrections to the states and to the current are neglected. The upper level $a$ has $g_a$ equally populated sublevels and the lower level is $b$; $\omega=E_a-E_b>0$ and $k=\omega/c$. The orbital angular momentum is $\boldsymbol\ell=-i\mathbf r\times\nabla$.

\textbf{Theorem.} Let $L\ge1$, and let $kR\ll1$, where $R$ is the size of the region in which both states are appreciable. To lowest order in the coupling and leading order in $kR$, the rate of one-photon emission through the electric or magnetic $2^L$-pole is
\begin{equation}
A=\frac{8\pi(L+1)}{L[(2L+1)!!]^2}\,k^{2L+1}\,\frac{S}{g_a},\qquad
S=\sum_{M}\sum_{a,b}|\langle b|T_{LM}|a\rangle|^2, \label{main}
\end{equation}
where the inner sum runs over the sublevels of both levels, and
\begin{align}
T^{E}_{LM}&=r^LY_{LM},\label{TE}\\
T^{M}_{LM}&=\frac1{2c}\,\nabla(r^LY_{LM})\cdot\Big(\frac{2}{L+1}\boldsymbol\ell+g_s\mathbf s\Big).\label{TM}
\end{align}

The factor $8\pi$ is independent of $L$ because the operators contain $Y_{LM}$. If $Y_{LM}$ is replaced by $C_{LM}=\sqrt{4\pi/(2L+1)}\,Y_{LM}$, the line strength becomes $S_C=4\pi S/(2L+1)$ and $8\pi$ is replaced by $2(2L+1)$. For $L=1$ this gives the dipole rate $A=\tfrac43k^3S_C/g_a$.

\section{The rate as an integral over directions}

\textbf{Lemma 1.} For one pair of sublevels,
\begin{equation}
A_{ab}=\frac{\omega}{2\pi c^3}\int d\Omega\,|\mathbf F_\perp(\mathbf n)|^2,\qquad
\mathbf F(\mathbf n)=\int \mathbf j\,e^{-ik\mathbf n\cdot\mathbf r}\,d^3r, \label{golden}
\end{equation}
where $\mathbf F_\perp$ is the part of $\mathbf F$ perpendicular to the photon direction $\mathbf n$, and
\begin{equation}
\mathbf j=-\frac i2\big[\psi_b^\dagger\nabla\psi_a-(\nabla\psi_b^\dagger)\psi_a\big]+\frac{g_s}{2}\nabla\times\boldsymbol\sigma,\qquad \boldsymbol\sigma=\psi_b^\dagger\mathbf s\,\psi_a. \label{current}
\end{equation}

\textit{Proof.} For charge $-1$ the Hamiltonian is $(\mathbf p+\mathbf A/c)^2/2+V+(g_s/2c)\,\mathbf s\cdot\nabla\times\mathbf A$. With $\nabla\cdot\mathbf A=0$ its part linear in $\mathbf A$ is
\[
H_1=\frac1c\,\mathbf A\cdot\mathbf p+\frac{g_s}{2c}\,\mathbf s\cdot\nabla\times\mathbf A .
\]
Write $\mathbf A\cdot\mathbf p=\frac12(\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A)$ and integrate the spin term by parts, $\int\boldsymbol\sigma\cdot\nabla\times\mathbf A=\int\mathbf A\cdot\nabla\times\boldsymbol\sigma$. Then $\langle b|H_1|a\rangle=\frac1c\int\mathbf A\cdot\mathbf j\,d^3r$.

In a box of volume $\mathcal V$ a mode contributes $N(\hat a\boldsymbol\epsilon e^{i\mathbf k\cdot\mathbf r}+\text{h.c.})$ to $\mathbf A$. Its electric and magnetic fields both have amplitude $N\omega/c$, so its energy is
\[
\frac{1}{8\pi}\int(E^2+B^2)\,d^3r=\frac{N^2\omega^2\mathcal V}{4\pi c^2}(\hat a\hat a^\dagger+\hat a^\dagger\hat a).
\]
This must equal $\frac\omega2(\hat a\hat a^\dagger+\hat a^\dagger\hat a)$, hence $N^2=2\pi c^2/(\mathcal V\omega)$. The matrix element for emission is therefore $\sqrt{2\pi/(\mathcal V\omega)}\;\boldsymbol\epsilon^*\cdot\mathbf F$. The number of modes per unit frequency and solid angle is $\mathcal V\omega^2/[(2\pi)^3c^3]$ for each polarization. The golden rule gives the prefactor
\[
2\pi\cdot\frac{2\pi}{\mathcal V\omega}\cdot\frac{\mathcal V\omega^2}{(2\pi)^3c^3}=\frac{\omega}{2\pi c^3},
\]
and the sum over the two polarizations gives $|\mathbf F_\perp|^2$. $\square$

\section{Separation into multipoles}

On the sphere of directions define, for $L\ge1$,
\begin{equation}
\mathbf X^M_{LM}=\frac{\boldsymbol\ell\,Y_{LM}}{\sqrt{L(L+1)}},\qquad \mathbf X^E_{LM}=\mathbf n\times\mathbf X^M_{LM}.
\end{equation}
For $L=0$ nothing exists, since $\boldsymbol\ell Y_{00}=0$: there is no monopole photon.

\textbf{Lemma 2.} These fields form a complete orthonormal set of tangential vector fields. Consequently
\begin{equation}
A_{ab}=\frac{\omega}{2\pi c^3}\sum_{\lambda=E,M}\sum_{LM}|f^\lambda_{LM}|^2,\qquad f^\lambda_{LM}=\int \mathbf X^{\lambda*}_{LM}\cdot\mathbf F\,d\Omega. \label{parseval}
\end{equation}

\textit{Proof.} Since $\boldsymbol\ell$ is Hermitian, $\int(\boldsymbol\ell Y_{LM})^*\cdot\boldsymbol\ell Y_{L'M'}d\Omega=\int Y_{LM}^*\ell^2Y_{L'M'}d\Omega=L(L+1)\delta_{LL'}\delta_{MM'}$. The product $\mathbf n\times$ rotates tangential vectors by a right angle, so the $\mathbf X^E$ are orthonormal too. Overlaps between the two kinds contain the operator
\[
\boldsymbol\ell\cdot(\mathbf n\times\boldsymbol\ell)=\varepsilon_{pqr}[\ell_p,n_q]\ell_r+\varepsilon_{pqr}n_q\ell_p\ell_r
=2i\,\mathbf n\cdot\boldsymbol\ell-\mathbf n\cdot(\boldsymbol\ell\times\boldsymbol\ell)=i\,\mathbf n\cdot\boldsymbol\ell=0,
\]
where $[\ell_p,n_q]=i\varepsilon_{pqs}n_s$ and $\boldsymbol\ell\times\boldsymbol\ell=i\boldsymbol\ell$ were used. If a smooth tangential field $\mathbf G$ is orthogonal to all members, moving $\boldsymbol\ell$ onto $\mathbf G$ gives $\boldsymbol\ell\cdot\mathbf G=0$ and $\boldsymbol\ell\cdot(\mathbf n\times\mathbf G)=0$. These say that the surface curl and surface divergence of $\mathbf G$ vanish. On a sphere the first makes $\mathbf G$ a surface gradient $\nabla_s\chi$, the second gives $\nabla_s^2\chi=0$, so $\chi$ is constant and $\mathbf G=0$. $\square$

Different multipoles can interfere in the intensity in a given direction, but (\ref{parseval}) contains no cross terms. The total rate is a sum of multipole rates.

\textbf{Lemma 3.} Let $\psi=j_L(kr)Y^*_{LM}(\hat{\mathbf r})$ and $\Lambda=L(L+1)$. Then $f^\lambda_{LM}=\int\mathbf j\cdot\mathbf K^\lambda d^3r$ with
\begin{align}
\mathbf K^M&=\frac{4\pi(-i)^L\,i}{\sqrt\Lambda}\;\mathbf r\times\nabla\psi,\label{KM}\\
\mathbf K^E&=\frac{4\pi(-i)^L}{k\sqrt\Lambda}\big[k^2\mathbf r\,\psi+\nabla\partial_r(r\psi)\big].\label{KE}
\end{align}

\textit{Proof.} By (\ref{golden}), $\mathbf K^\lambda=\int\mathbf X^{\lambda*}e^{-ik\mathbf n\cdot\mathbf r}d\Omega$. Consider first the scalar integral $I=\int Y_{LM}^*(\mathbf n)e^{-ik\mathbf n\cdot\mathbf r}d\Omega$. It obeys $\nabla^2I=-k^2I$, is regular at the origin and rotates like $Y^*_{LM}(\hat{\mathbf r})$, so it is a multiple of $\psi$. The multiple follows from the order $r^L$. There the exponential contributes $(-ikr)^L\mu^L/L!$ with $\mu=\mathbf n\cdot\hat{\mathbf r}$, and $\mu^L=L!\,P_L(\mu)/(2L-1)!!$ plus lower Legendre polynomials, which integrate to zero against $Y_{LM}^*$. Since $\int P_L(\mu)Y_{LM}^*(\mathbf n)d\Omega=4\pi Y^*_{LM}(\hat{\mathbf r})/(2L+1)$, and $j_L(x)\to x^L/(2L+1)!!$, we find $I=4\pi(-i)^L\psi$.

The exponential depends on $\mathbf n\cdot\mathbf r$, which a joint rotation leaves unchanged. Hence $\boldsymbol\ell_{\mathbf n}$ acts on it as $-\boldsymbol\ell_{\mathbf r}$, and
\[
\int(\boldsymbol\ell_{\mathbf n}Y_{LM})^*e^{-ik\mathbf n\cdot\mathbf r}d\Omega=\int Y_{LM}^*\,\boldsymbol\ell_{\mathbf n}e^{-ik\mathbf n\cdot\mathbf r}d\Omega=-\boldsymbol\ell_{\mathbf r}I=i\,\mathbf r\times\nabla I .
\]
Division by $\sqrt\Lambda$ gives (\ref{KM}).

For a constant vector $\mathbf X$, $\nabla\times(\mathbf Xe^{-ik\mathbf n\cdot\mathbf r})=-ik\,\mathbf n\times\mathbf X\,e^{-ik\mathbf n\cdot\mathbf r}$. Therefore $\mathbf K^E=(i/k)\nabla\times\mathbf K^M$. The curl is
\begin{align}
\nabla\times(\mathbf r\times\nabla\psi)&=\mathbf r\nabla^2\psi-3\nabla\psi+\nabla\psi-(\mathbf r\cdot\nabla)\nabla\psi\notag\\
&=\mathbf r\nabla^2\psi-\nabla\psi-\nabla(\mathbf r\cdot\nabla\psi)
=\mathbf r\nabla^2\psi-\nabla\partial_r(r\psi),\label{curl}
\end{align}
because $\nabla(\mathbf r\cdot\nabla\psi)=\nabla\psi+(\mathbf r\cdot\nabla)\nabla\psi$. With $\nabla^2\psi=-k^2\psi$ and $(i/k)\cdot i=-1/k$, (\ref{KE}) follows. $\square$

\section{Proof of the theorem}

\textit{Electric case.} Let $\rho=\psi_b^\dagger\psi_a$. The spin current in (\ref{current}) is a curl and has no divergence. For the rest, the Schr\"odinger equation $\nabla^2\psi_a=2(V-E_a)\psi_a$, and its counterpart for $b$, give
\begin{equation}
\nabla\cdot\mathbf j=-\frac i2\big[2(V-E_a)-2(V-E_b)\big]\rho=i\omega\rho. \label{cont}
\end{equation}
Integrating the gradient in (\ref{KE}) by parts, we obtain without a long-wavelength approximation
\begin{equation}
f^E_{LM}=\frac{4\pi(-i)^L}{k\sqrt\Lambda}\Big[-i\omega\int\rho\,\partial_r(r\psi)\,d^3r+k^2\int(\mathbf r\cdot\mathbf j)\psi\,d^3r\Big]. \label{exactE}
\end{equation}
The second term carries $k^2$ where the first carries $\omega$. Their ratio is of order $k^2/\omega=\omega/c^2$ times a ratio of matrix elements, so the second term is dropped. In the first, $\psi\to k^Lr^LY_{LM}^*/(2L+1)!!$, for which $\partial_r(r\psi)=(L+1)\psi$. With $\omega/k=c$ and $(L+1)/\sqrt\Lambda=\sqrt{(L+1)/L}$,
\begin{equation}
f^E_{LM}=-4\pi i(-i)^L\,c\,\sqrt{\frac{L+1}{L}}\,\frac{k^L}{(2L+1)!!}\,\langle b|r^LY^*_{LM}|a\rangle. \label{fE}
\end{equation}

\textit{Magnetic case.} Put $\chi=r^LY^*_{LM}$, so that $\psi\to k^L\chi/(2L+1)!!$ and $\nabla^2\chi=0$. We need $\int\mathbf j\cdot\mathbf v\,d^3r$ with $\mathbf v=\mathbf r\times\nabla\chi$. Since $\nabla\cdot\mathbf v=0$, $\mathbf v$ and $\mathbf p$ may be taken in either order, and the first part of the current gives
\[
\langle b|(\mathbf r\times\nabla\chi)\cdot\mathbf p|a\rangle=-\langle b|\nabla\chi\cdot(\mathbf r\times\mathbf p)|a\rangle=-\langle b|\nabla\chi\cdot\boldsymbol\ell|a\rangle .
\]
The spin current gives $\frac{g_s}2\int\boldsymbol\sigma\cdot\nabla\times\mathbf v\,d^3r$, and by (\ref{curl}) $\nabla\times\mathbf v=-\nabla\partial_r(r\chi)=-(L+1)\nabla\chi$. Together,
\[
\int\mathbf j\cdot\mathbf v\,d^3r=-\frac{L+1}{2}\Big\langle b\Big|\nabla\chi\cdot\Big(\frac{2}{L+1}\boldsymbol\ell+g_s\mathbf s\Big)\Big|a\Big\rangle .
\]
The factor $L+1$ comes from the curl in the spin current. The orbital part lacks it, which is why $\boldsymbol\ell$ alone is divided by $L+1$ in (\ref{TM}). The right-hand side is $-(L+1)c$ times the matrix element of $T^M_{LM}$ with $Y_{LM}$ replaced by $Y_{LM}^*$. Inserted in (\ref{KM}), it gives (\ref{fE}) with that matrix element in place of the electric one. The prefactors agree, including the phase.

\textit{Sum over sublevels.} As $Y^*_{LM}=(-1)^MY_{L,-M}$, the replacement of $Y_{LM}$ by $Y_{LM}^*$ does not affect the sum over $M$. Equations (\ref{parseval}) and (\ref{fE}) give the factor
\[
\frac{\omega}{2\pi c^3}\cdot16\pi^2c^2\,\frac{L+1}{L}\,\frac{k^{2L}}{[(2L+1)!!]^2}
=\frac{8\pi(L+1)}{L[(2L+1)!!]^2}\,k^{2L+1}.
\]
Summing over lower sublevels and averaging over upper ones gives (\ref{main}). $\square$

\textbf{Remark 1 (upper sublevels).} For an upper level of definite $J$, the rate from one sublevel is proportional to the expectation value of $\sum_MT_{LM}^\dagger P_bT_{LM}$, where $P_b$ projects on the lower level. This operator is invariant under rotations, so every sublevel decays at the same rate, and $S/g_a$ applies to each.

\textbf{Remark 2 (selection rules).} $T_{LM}$ carries angular momentum $L$, so $|J_a-J_b|\le L\le J_a+J_b$. The parity of $r^LY_{LM}$ is $(-1)^L$. Its gradient has parity $(-1)^{L+1}$, while $\boldsymbol\ell$ and $\mathbf s$ are even. Electric transitions therefore change the parity by $(-1)^L$ and magnetic ones by $(-1)^{L+1}$.

\textbf{Remark 3 (where the formula fails).} If the matrix element of $T_{LM}$ vanishes although the selection rules allow it, the terms dropped above decide the rate, and relativistic corrections can be equally large. The magnetic dipole decay $2s\to1s$ is such a case: $\nabla(rY_{1M})$ is a constant vector, $\boldsymbol\ell$ and $\mathbf s$ leave the radial function unchanged, and the two radial functions are orthogonal. The electric form also relies on (\ref{cont}), which need not hold for a nonlocal potential.

\section{Hydrogen}

The orbitals used here are $\mathcal N r^lY_{lm}e^{-r/n}$ with $n=l+1$ and energies $-1/(2n^2)$.

\textit{One strength by hand.} For $3d\to1s$ (E2) the radial functions are $\mathcal N r^2e^{-r/3}$, with $\mathcal N^2=(2/3)^7/6!$, and $2e^{-r}$. The square of the radial integral is
\[
\Big(2\mathcal N\int_0^\infty r^6e^{-4r/3}dr\Big)^2=4\,\mathcal N^2(6!)^2\Big(\frac34\Big)^{14}=2880\Big(\frac34\Big)^{14}\Big(\frac23\Big)^{7}.
\]
Because $Y_{00}=1/\sqrt{4\pi}$, the angular sum over $m$ and $M$ is $5/(4\pi)$, and the spin doubles it. Thus $S=\frac{5}{2\pi}\cdot2880(3/4)^{14}(2/3)^7=2.390$. With $\omega=0.4444$, $k=3.2433\times10^{-3}$ and $g_a=10$,
\[
A=0.16755\times(3.2433\times10^{-3})^5\times\frac{2.390}{10}=1.437\times10^{-14}\ \text{a.u.}=594\ \mathrm{s^{-1}} .
\]
The same formula gives $6.27\times10^8\ \mathrm{s^{-1}}$ for $2p\to1s$ (E1) and $3.11\times10^{-4}\ \mathrm{s^{-1}}$ for $4f\to1s$ (E3).

The neglected terms can be measured by evaluating (\ref{golden}) with the full plane wave, using numerical quadrature over position and photon direction. For $3d\to1s$, averaged over all ten upper sublevels, the result lies below the formula by $3.55\times10^{-5}$ of the formula's value. If $c$ is reduced at fixed $\omega$ so that $k$ doubles, from five to ten times its physical value here, the relative error grows by a factor of 3.99. This is the expected $k^2$ law: the series of $j_L$ advances in steps of $(kr)^2$, and the second term of (\ref{exactE}) has relative order $k^2/\omega$.

\textit{The two decays of $3d_{5/2}$.} The levels are formed by diagonalizing $\boldsymbol\ell\cdot\mathbf s$ among the orbitals with spin, and the strengths follow by quadrature. For all these decays $\omega=0.06944$, $k=5.068\times10^{-4}$ and $g_a=6$. The decay to $2p_{3/2}$ can proceed by E1. For $2p_{1/2}$ the triangle rule demands $L=2$ or 3, and the parity changes, which leaves M2 and E3. The E1 strength is $12.92$, the M2 strength $1.019\times10^{-3}$ and the E3 strength $6.999\times10^4$, so in atomic units
\begin{align*}
A_{E1}&=5.585\,k^3\times12.92/6=1.56\times10^{-9},\\
A_{M2}&=0.16755\,k^5\times1.019\times10^{-3}/6=9.51\times10^{-22},\\
A_{E3}&=3.039\times10^{-3}\,k^7\times6.999\times10^4/6=3.04\times10^{-22}.
\end{align*}
These are $6.47\times10^7$, $3.93\times10^{-5}$ and $1.26\times10^{-5}\ \mathrm{s^{-1}}$. The last two add to the $5.19\times10^{-5}\ \mathrm{s^{-1}}$ of the opening, and the full plane-wave integral gives the same value to these digits.

The ratio $A_{M2}/A_{E1}=6.1\times10^{-13}$ is the product of three numbers: $0.030$ from the factors in $L$, $k^2=2.6\times10^{-7}$, and the ratio of strengths, $7.9\times10^{-5}$. The last is small because $T^M$ contains $1/(2c)$, whose square is $1.3\times10^{-5}$. E3 has no such factor but pays another $k^2$. At fixed $\omega$ both rates scale as $c^{-7}$, against $c^{-3}$ for E1. M2 and E3 are thus of the same order in $1/c$, and here their ratio is about three to one.

The small rate depends on the assumption that the nucleus has no magnetic moment. In real hydrogen the hyperfine interaction with the proton mixes $3d_{5/2}$ with $3d_{3/2}$ and $2p_{1/2}$ with $2p_{3/2}$, so $J$ is no longer exact and E1 opens for the sublevels with total angular momentum $F=2$. Averaged over the level, this hyperfine-induced rate is about $1\ \mathrm{s^{-1}}$, some $10^4$ times the sum of M2 and E3. The value $5.19\times10^{-5}\ \mathrm{s^{-1}}$ and the factor $10^{12}$ belong to the model, not to the real atom.

Numerical values quoted here were computed with a short program.
